\section*{Clausing's Equation and the Long-Tube Limit of Diffuse Molecular Transmission}

\section{Definitions and conventions}

A straight circular tube has radius $r$ and length $L$. The axial coordinate $x$ runs from the mouth, $x=0$, to the exit, $x=L$. Gas enters uniformly over the mouth with the cosine law: the probability of a direction within solid angle $d\Omega$ at angle $\theta$ to the surface normal is $\cos\theta\,d\Omega/\pi$. Nothing enters at the exit. Molecules do not collide with each other. The wall absorbs nothing, and each molecule that strikes it leaves from the same place with the cosine law about the local normal, whatever its direction of arrival. The state is steady.

Flux means the number of molecules striking or crossing unit area per unit time. All fluxes are divided by the incoming flux at the mouth, so the latter is 1. The flux striking the wall at $x$ is $u(x)$; since the wall neither stores nor absorbs molecules, it also emits $u(x)$. The transmission probability $W$ is the fraction of entering molecules that finally leave through the exit.

Three functions of an axial distance $z\ge 0$ describe single straight flights:
\begin{itemize}
\item $K(z)\,dz$ is the probability that a molecule leaving the wall of an infinitely long tube next strikes the wall at an axial displacement between $z$ and $z+dz$ in one chosen direction;
\item $p(z)$ is the probability that a molecule leaving the wall passes directly through the cross-section at distance $z$ on one chosen side;
\item $F(z)$ is the probability that a molecule entering through the mouth passes directly through the cross-section at depth $z$.
\end{itemize}
The abbreviation $s(z)=\sqrt{z^2+4r^2}$ is used throughout, with $ds/dz=z/s$.

\section{The three flight functions}

\subsection{From wall to wall}

Let a molecule leave the wall point $(r,0,0)$, the third coordinate being axial, and land at $(r\cos\varphi,r\sin\varphi,z)$. The squared length of the flight is
\begin{equation}
D=r^2(1-\cos\varphi)^2+r^2\sin^2\varphi+z^2=z^2+2r^2(1-\cos\varphi).
\label{eq:D}
\end{equation}
The component of the flight along the inward normal at the start is $r(1-\cos\varphi)$, and by symmetry the same holds at the landing point. Both cosines are therefore $r(1-\cos\varphi)/\sqrt D$. A wall element $r\,d\varphi\,dz$ subtends the solid angle $\cos\theta_2\,r\,d\varphi\,dz/D$, so the cosine law gives
\begin{equation}
K(z)=\frac{r^3}{\pi}\int_0^{2\pi}\frac{(1-\cos\varphi)^2}{D^2}\,d\varphi .
\label{eq:Kdef}
\end{equation}
From \eqref{eq:D}, $1-\cos\varphi=(D-z^2)/(2r^2)$. Hence
\begin{equation}
K(z)=\frac{1}{4\pi r}\int_0^{2\pi}\left[1-\frac{2z^2}{D}+\frac{z^4}{D^2}\right]d\varphi .
\label{eq:Ksplit}
\end{equation}
Write $D=B-C\cos\varphi$ with $B=z^2+2r^2$ and $C=2r^2$. For $z>0$ the substitution $t=\tan(\varphi/2)$ gives
\begin{equation}
\int_0^{2\pi}\frac{d\varphi}{D}=\int_{-\infty}^{\infty}\frac{2\,dt}{(B-C)+(B+C)t^2}=\frac{2\pi}{\sqrt{B^2-C^2}},
\end{equation}
and differentiation with respect to $B$, with the sign reversed, gives
\begin{equation}
\int_0^{2\pi}\frac{d\varphi}{D^2}=\frac{2\pi B}{(B^2-C^2)^{3/2}} .
\end{equation}
Here $B^2-C^2=z^4+4r^2z^2=z^2s^2$. Inserting both integrals in \eqref{eq:Ksplit},
\begin{align}
K(z)&=\frac1{2r}\left[1-\frac{2z}{s}+\frac{z(z^2+2r^2)}{s^3}\right]\nonumber\\
&=\frac1{2r}\left[1-\frac{z(z^2+6r^2)}{s^3}\right],
\label{eq:K}
\end{align}
where the last step uses $-2zs^2+z^3+2r^2z=-z^3-6r^2z$. By continuity $K(0)=1/(2r)$. The form \eqref{eq:Kdef} shows that $K>0$, and \eqref{eq:K} shows that $K\le1/(2r)$.

\subsection{From wall to cross-section}

Imagine the tube continued without end. The axial coordinate changes monotonically along a straight flight, so a molecule crosses the section at distance $z$ if and only if it lands beyond it. Flights parallel to the axis, which never land, have probability zero. Therefore
\begin{equation}
p(z)=\int_z^\infty K(z')\,dz'=\frac{(s-z)^2}{4rs}.
\label{eq:p}
\end{equation}
To verify the closed form, expand the square:
\begin{equation}
\frac{(s-z)^2}{4rs}=\frac{z^2+2r^2}{2rs}-\frac{z}{2r}.
\end{equation}
The derivative of the first fraction follows from
\begin{equation}
\frac{d}{dz}\frac{z^2+2r^2}{s}=\frac{2z}{s}-\frac{z(z^2+2r^2)}{s^3}=\frac{z(z^2+6r^2)}{s^3},
\end{equation}
so that $dp/dz=-K$ by \eqref{eq:K}. Since $s-z=4r^2/(s+z)$ tends to zero at large $z$, so does $p$, which fixes the constant of integration. At zero distance $p(0)=1/2$: half of the molecules leave the wall toward each end.

\subsection{From mouth to cross-section}

The exchange factor between a mouth element and a wall element, $\cos\theta_1\cos\theta_2\,dA_1dA_2/(\pi D)$, with $D$ now their squared separation, is symmetric in the two elements. If both surfaces emit unit flux, the mouth therefore sends as many molecules per unit time directly to a wall ring of width $dx$ as the ring sends directly to the mouth. Let $q(x)\,dx$ be the probability that an entering molecule first strikes this ring. Then
\begin{equation}
\pi r^2q(x)\,dx=2\pi r\,dx\,p(x),\qquad q(x)=\frac{2}{r}\,p(x).
\label{eq:q}
\end{equation}
An entering molecule passes the section at $z$ directly if its first impact in the continued tube lies beyond $z$, so
\begin{equation}
F(z)=\frac2r\int_z^\infty p(z')\,dz'=\frac{(s-z)^2}{4r^2}.
\label{eq:F}
\end{equation}
The closed form vanishes at infinity and has the required derivative:
\begin{equation}
\frac{dF}{dz}=\frac{2(s-z)}{4r^2}\left(\frac zs-1\right)=-\frac{(s-z)^2}{2r^2s}=-\frac2r\,p(z).
\label{eq:dF}
\end{equation}
Also $F(0)=1$. Comparison of \eqref{eq:p} and \eqref{eq:F} gives a relation needed for the long-tube limit,
\begin{equation}
F(z)=\frac{s(z)}{r}\,p(z).
\label{eq:Fp}
\end{equation}
The closed forms of $K$, $p$ and $F$ were tested against direct numerical integration of the exchange factors at three distances; the numerical output lists the values for $z=1.3\,r$.

\section{Clausing's integral equation}

Consider the wall ring between $x$ and $x+dx$, of area $2\pi r\,dx$. Molecules arriving directly from the mouth number $\pi r^2q(x)\,dx$ per unit time. Division by the ring area and use of \eqref{eq:q} give the flux $rq/2=p(x)$. A ring at $x'$ emits $2\pi r\,u(x')\,dx'$ molecules per unit time, of which a fraction $K(|x-x'|)\,dx$ lands on the ring at $x$. Adding all sources gives Clausing's equation in flux form:
\begin{equation}
u(x)=p(x)+\int_0^LK(|x-x'|)\,u(x')\,dx'.
\label{eq:clausing}
\end{equation}
Molecules reach the exit directly from the mouth or from a last wall impact. Dividing their number by the entering number $\pi r^2$ yields
\begin{equation}
W=F(L)+\frac2r\int_0^Lp(L-x)\,u(x)\,dx.
\label{eq:W}
\end{equation}
Lengths enter only through ratios, so $W$ depends on $L/r$ alone.

\subsection{Uniqueness and symmetry}

Integrating $K=-dp/dz$ on both sides of $x$ gives
\begin{equation}
\int_0^LK(|x-x'|)\,dx'=1-p(x)-p(L-x).
\label{eq:row}
\end{equation}
The missing probability is that of immediate escape through the two ends. Because $p$ is positive and decreasing, \eqref{eq:row} is at most $1-2p(L)<1$. The integral operator thus reduces the maximum norm by a fixed factor. Equation \eqref{eq:clausing} has one bounded solution, given by the convergent series of repeated wall impacts. Every term is non-negative, so $u\ge0$.

Now set $v(x)=1-u(L-x)$. Replacing $x$ by $L-x$ in \eqref{eq:clausing}, and $x'$ by $L-x'$ under the integral, gives
\begin{equation}
u(L-x)-\int_0^LK(|x-x'|)u(L-x')\,dx'=p(L-x).
\end{equation}
With \eqref{eq:row} it follows that
\begin{equation}
v(x)-\int_0^LK(|x-x'|)v(x')\,dx'=p(x)+p(L-x)-p(L-x)=p(x).
\end{equation}
This is the equation for $u$. By uniqueness $v=u$, that is,
\begin{equation}
u(x)+u(L-x)=1.
\label{eq:sym}
\end{equation}
Hence $0\le u\le1$. The function $w(x)=1-u(x)=u(L-x)$ obeys
\begin{equation}
w(x)=p(L-x)+\int_0^LK(|x-x'|)w(x')\,dx'.
\label{eq:w}
\end{equation}
This is the equation for the probability that a molecule leaving the wall at $x$ eventually escapes through the exit: it does so directly, or after another impact at $x'$. The flux form and the escape-probability form of Clausing's equation therefore contain the same information.

Integrating \eqref{eq:sym} gives $\int_0^Lu\,dx=L/2$. The mean number of wall impacts per entering molecule is then $(2\pi r/\pi r^2)(L/2)=L/r$.

\section{An identity for the transmission}

The net flux through a section at $y$ consists of direct flights from the mouth, flights from the wall upstream, and, with a minus sign, flights from the wall downstream:
\begin{equation}
J(y)=F(y)+\frac2r\left[\int_0^yu(x)p(y-x)\,dx-\int_y^Lu(x)p(x-y)\,dx\right].
\label{eq:J}
\end{equation}
Conservation requires $J$ to be independent of $y$. The equations confirm it. The derivatives of the two integrals are
\begin{align}
\frac{d}{dy}\int_0^yu(x)p(y-x)\,dx&=\frac{u(y)}2-\int_0^yu(x)K(y-x)\,dx,\\
\frac{d}{dy}\int_y^Lu(x)p(x-y)\,dx&=-\frac{u(y)}2+\int_y^Lu(x)K(x-y)\,dx.
\end{align}
The boundary terms contain $p(0)=1/2$. With \eqref{eq:dF},
\begin{equation}
\frac{dJ}{dy}=\frac2r\left[-p(y)+u(y)-\int_0^LK(|x-y|)u(x)\,dx\right]=0
\end{equation}
by \eqref{eq:clausing}. At $y=L$, \eqref{eq:J} becomes \eqref{eq:W}, so $J(y)=W$ everywhere.

Integrate $J(y)=W$ over $0<y<L$ and exchange the order of integration. For fixed $x$ the two inner integrals are those of $p$ from 0 to $L-x$ and from 0 to $x$. By \eqref{eq:F},
\begin{equation}
\int_0^zp(z')\,dz'=\frac r2[1-F(z)],
\end{equation}
and so
\begin{equation}
LW=\int_0^LF(y)\,dy+\int_0^Lu(x)[F(x)-F(L-x)]\,dx.
\end{equation}
In the last term replace $x$ by $L-x$ and use \eqref{eq:sym}: $\int_0^Lu(x)F(L-x)\,dx=\int_0^L[1-u(x)]F(x)\,dx$. The integrals of $F$ without $u$ cancel, leaving
\begin{equation}
W=\frac2L\int_0^LF(x)\,u(x)\,dx.
\label{eq:identity}
\end{equation}
This holds for every tube length within the stated model.

\section{Limits of long and short tubes}

\subsection{The upper bound}

The substitution $z=2r\sinh t$ gives $s=2r\cosh t$, $s-z=2re^{-t}$ and $F=e^{-2t}$. Thus
\begin{equation}
\int_0^\infty F\,dz=\int_0^\infty e^{-2t}\,2r\cosh t\,dt
=r\int_0^\infty(e^{-t}+e^{-3t})\,dt=\frac{4r}{3}.
\label{eq:area}
\end{equation}
Since $u\le1$ and $F>0$ beyond $L$, \eqref{eq:identity} implies
\begin{equation}
W<\frac{8r}{3L}\qquad\text{for every }L.
\label{eq:upper}
\end{equation}

\subsection{Proof of the limit}

In a long tube $F$ gives weight mainly to the region near the mouth, where $u$ should approach 1. To prove that this suffices, put $u=1-w$ in \eqref{eq:identity} and use \eqref{eq:area}:
\begin{equation}
\frac{8r}3-LW=2\int_L^\infty F\,dx+2\int_0^LF\,w\,dx.
\label{eq:deficit}
\end{equation}
Changing $x$ to $L-x$ in \eqref{eq:W} gives $W=F(L)+(2/r)\int_0^Lp\,w\,dx$, so
\begin{equation}
\int_0^Lp(x)w(x)\,dx\le\frac{rW}{2}.
\label{eq:pw}
\end{equation}
Choose a distance $X\le L$. For $x<X$, \eqref{eq:Fp}, \eqref{eq:pw} and the growth of $s$ give
\begin{equation}
2\int_0^XFw\,dx=\frac2r\int_0^Xs\,p\,w\,dx\le s(X)W\le(X+2r)\frac{8r}{3L}.
\end{equation}
The last step uses $s(X)\le X+2r$ and \eqref{eq:upper}. For larger distances, $w\le1$ and $F=4r^2/(s+z)^2\le r^2/z^2$. The remaining parts of \eqref{eq:deficit} are therefore at most $2\int_X^\infty F\,dx\le2r^2/X$. Together,
\begin{equation}
0<\frac{8r}{3}-LW\le\frac{2r^2}{X}+(X+2r)\frac{8r}{3L}.
\end{equation}
The choice $X^2=3rL/4$ makes the two $X$-dependent terms equal. Division by $8r/3$ gives
\begin{equation}
0<1-\frac{3LW}{8r}\le\sqrt{\frac{3r}{L}}+\frac{2r}{L}.
\label{eq:error}
\end{equation}
The condition $X\le L$ requires $L\ge3r/4$; for shorter tubes the right side exceeds 1 and the inequality holds because $W>0$. As $L/r\to\infty$, the right side vanishes, and
\begin{equation}
W\sim\frac{8r}{3L}.
\label{eq:limit}
\end{equation}
No linear wall-flux profile has been assumed.

\subsection{Diffusive meaning}

Successive impacts form a random walk along the axis. In an infinite tube its mean square step is found by two integrations by parts, with $K=-dp/dz$ and $p=-(r/2)dF/dz$:
\begin{equation}
2\int_0^\infty z^2K\,dz=4\int_0^\infty zp\,dz=2r\int_0^\infty F\,dz=\frac{8r^2}{3}.
\label{eq:step}
\end{equation}
The boundary terms vanish because $p$ falls as $z^{-3}$ and $F$ as $z^{-2}$. Far from both ends, insert a linear profile $u(x)=u(y)+(x-y)u'$ in \eqref{eq:J}, neglect $F(y)$ and extend the integrals to infinity. The constant part cancels, and
\begin{equation}
J\simeq-\frac{4u'}r\int_0^\infty zp\,dz=-\frac{8r}{3}\,u'.
\end{equation}
A fall from 1 to 0 over the length $L$ has $u'=-1/L$ and reproduces \eqref{eq:limit}. The transmission falls as $1/L$ because a fixed difference in wall flux is spread over a greater length.

\subsection{The short tube}

For $L\ll r$, $K\le1/(2r)$ implies $0\le\tfrac12-p(x)\le x/(2r)$, while the integral in \eqref{eq:clausing} is at most $L/(2r)$. Hence $u=\tfrac12+O(L/r)$. Also $F(L)=1-L/r+O(L^2/r^2)$, and \eqref{eq:W} becomes
\begin{equation}
W=1-\frac Lr+\frac2r\,L\,\frac12\,\frac12+O\!\left(\frac{L^2}{r^2}\right)
=1-\frac{L}{2r}+O\!\left(\frac{L^2}{r^2}\right).
\end{equation}
To first order a fraction $L/r$ strikes the wall, and half of it returns through the mouth. The long-tube expression diverges in this limit and cannot serve as a probability there.

\section{Numerical solutions}

Numerical solution of \eqref{eq:clausing} gives the following values; the last column is the right side of \eqref{eq:error}.
\begin{center}
\begin{tabular}{rcccc}
$L/r$ & $W$ & $8r/(3L)$ & $3LW/(8r)$ & bound\\
2 & 0.5142 & 1.3333 & 0.386 & 2.225\\
20 & 0.1093 & 0.1333 & 0.820 & 0.487\\
100 & 0.0253 & 0.0267 & 0.948 & 0.193\\
500 & 0.0053 & 0.0053 & 0.987 & 0.081
\end{tabular}
\end{center}
The relative shortfall from the limit is 5.2\% at $L/r=100$ and 1.3\% at 500. The bound is safe but far from tight. Halving the number of grid points at $L/r=500$ changes $W$ by $2.2\times10^{-4}$ of its value, well below the shortfall.

The slow approach can be estimated from \eqref{eq:deficit}. If $w\simeq x/L$ and $F\simeq r^2/x^2$ over most of the tube, the last integral contributes about $(2r^2/L)\ln(L/r)$. The relative shortfall times $L/r$ should then grow by $\tfrac34\ln5\approx1.2$ between $L/r=100$ and 500. The computed growth is from 5.2 to 6.6, or 1.4. The estimate takes the slope of $w$ as $1/L$, whereas by the diffusive relation it is smaller by about the factor $3LW/(8r)$. Dividing the shortfall by this factor gives $8r/(3LW)-1$, which times $L/r$ grows from 5.5 to 6.7, or 1.2. This supports the logarithm but does not prove it.

Following individual molecules in three dimensions gives a separate check. With 400\,000 molecules at $L/r=20$, the transmitted fraction is $0.1096\pm0.0005$ (one standard error), against 0.1093 from the equation. At $L/r=2$ it is $0.5165\pm0.0008$, against 0.5142. This second difference is 2.9 standard errors. It passes the test, whose limit was 4.5, but a purely statistical deviation of that size or larger has a probability of only about 0.4\%. The run therefore supports the equation at $L/r=2$ to about half a percent, not to the precision of its standard error. The mean numbers of wall impacts, 2.00 and 20.07, agree with $L/r$ to within 0.4\%.

\section{Radical supply to the bottom of an etched hole}

Let neutral radicals enter a cylindrical hole with $r=50$ nm and $L=1000$ nm. Its aspect ratio, depth over diameter, is $1000/100=10$, and $L/r=20$. The side wall is inert, and the bottom consumes every arriving radical. Since nothing returns from the bottom, it acts on the gas as an open exit, and the flux averaged over the bottom is $W$ times the mouth flux.

Take a mouth flux of $1.0\times10^{22}\ \mathrm{m^{-2}\,s^{-1}}$. The entering rate is
\begin{equation}
1.0\times10^{22}\times\pi(50\times10^{-9})^2\ \mathrm{s^{-1}}=7.85\times10^7\ \mathrm{s^{-1}}.
\end{equation}
With $W=0.1093$, the mean bottom flux is $1.09\times10^{21}\ \mathrm{m^{-2}\,s^{-1}}$, and $8.59\times10^6$ radicals arrive per second. The long-tube expression gives instead
\begin{equation}
\frac{8\times50}{3\times1000}=0.1333,
\end{equation}
which is too high by 22\% relative to the solution of Clausing's equation.

The wall flux shows where much of the difference arises. Its averages over five equal parts, from mouth to bottom, are 0.856, 0.675, 0.500, 0.325 and 0.144. A straight line from 1 to 0 would give 0.9, 0.7, 0.5, 0.3 and 0.1. The actual profile is flatter: the wall near the mouth receives less than the full mouth flux because it also faces the depleted interior, and by \eqref{eq:sym} the wall near the bottom receives correspondingly more than zero. A smaller gradient drives a smaller diffusive flux. The centres of the second and fourth parts are $8r$ apart, so the central slope is about $-(0.675-0.325)/(8r)$, and the diffusive relation $J\simeq-(8r/3)u'$ gives 0.117. This accounts for part of the step from 0.1333 to 0.1093. The rest reflects the approximations of that relation, which treats both ends as infinitely distant in \eqref{eq:J}.

The result is limited by its assumptions. Loss on the side wall ends some histories that would have reached the bottom and lowers the supply. Even a small loss matters because molecules strike the wall many times: a loss probability of 0.01 per impact, which multiplies the integrals in \eqref{eq:clausing} and \eqref{eq:W} by 0.99, lowers $W$ in this hole from 0.109 to 0.061. The inert-wall value is therefore an upper estimate for radicals that react or recombine on the side wall, provided that reflection is fully diffuse and the bottom consumes every arrival. It is not an upper bound otherwise: with the same loss per impact but half of the reflections specular, the transmission is about 0.17. A partly reactive bottom sends radicals back, and some return to it, so its incident flux exceeds $W$ times the mouth flux while the consumed flux falls below it. If the bottom consumes one arrival in ten and re-emits the rest diffusely, the incident flux in this hole is about 0.57 of the mouth flux with inert side walls and about 0.21 with the loss of 0.01 per impact. Gas collisions can be neglected if the mean free path is much longer than the hole. Ions accelerated toward the surface do not enter with the cosine law. Specular reflection changes the outcome entirely: in a smooth straight cylinder it preserves the axial velocity, so every molecule that enters an open tube leaves at the far end and $W=1$. At a diffuse wall, by contrast, half of the molecules leave each impact with axial motion back toward the mouth, and the transmission falls with aspect ratio as derived here.

\section*{Table of computed values}
\begin{verbatim}
View factors at z = 1.3 r: direct integral, closed form
  K r: 0.131726  0.131726
  p:   0.123464  0.123464
  F:   0.294508  0.294508
Integral of F over z, 0 to infinity: 1.333333 r
Mean square axial step, infinite tube: 2.666667 r^2
L/r, W, 8r/(3L), ratio W/(8r/(3L)), bound on 1-ratio
      2  0.51423  1.33333  0.3857  2.2247
     20  0.10932  0.13333  0.8199  0.4873
    100  0.02528  0.02667  0.9479  0.1932
    500  0.00526  0.00533  0.9868  0.0815
Relative change of W at L/r=500 on halving the grid: 2.2e-04
Net flux through section y, L/r = 20 (mouth flux = 1)
  y =  2.0 r: 0.10932
  y =  6.0 r: 0.10932
  y = 15.0 r: 0.10932
Molecular flights, 400000 molecules per tube
  L/r=2: W flights 0.51651 (std error 0.00079), equation 0.51423
  L/r=2: mean wall hits per molecule 2.004
  L/r=20: W flights 0.10956 (std error 0.00049), equation 0.10932
  L/r=20: mean wall hits per molecule 20.067
Mean wall flux in five equal parts, L/r = 20, mouth to exit
  flights : 0.8569  0.6779  0.5008  0.3277  0.1450
  equation: 0.8562  0.6754  0.5000  0.3246  0.1438
Worked example: etched hole
  radius 50 nm, depth 1000 nm, aspect ratio 10
  flux at mouth: 1.000e+22 m^-2 s^-1
  radicals entering: 7.854e+07 s^-1
  W from Clausing equation: 0.10932
  W from long-tube limit:   0.13333
  mean flux at bottom: 1.093e+21 m^-2 s^-1
  radicals reaching bottom: 8.586e+06 s^-1
  long-tube limit too high by 22.0 %
\end{verbatim}
